# Emission Time of a Deep Interface Trap and Capacitance Sweeps

## Problem

An electron trap at the interface between an insulator and an n-type wide-gap semiconductor lies $E=1.5$ eV below the conduction-band edge. At 300 K its emission prefactor is $\nu=6\times10^{9}$ per second.

1. Derive the thermal emission rate from detailed balance, and find what cross-section the prefactor implies for a band mass of 0.20 electron masses.
2. Calculate the mean emission time at 300 K. Is it near $10^{15}$ s, and how firmly is that figure fixed?
3. A capacitance sweep takes 100 s each way. Bound the fraction of filled traps that it can empty, and find the depth down to which traps do empty in that time.
4. The sweep moves the surface Fermi level linearly from 1.80 to 0.20 eV below the band edge and back. The traps are empty at the start. Describe the first loop and the second.
5. Find the response of the traps to a 1 kHz capacitance probe.
6. There are $10^{-4}$ traps per square angstrom, under an insulator 400 angstrom thick with relative permittivity 4. What do the traps do to the measured curve, and what can ordinary sweeps say about them?
7. To what temperature must the sample be heated for the emission time to equal the sweep time?

These are round model parameters, not those of a particular material.

## Solution

### Conventions and assumptions

The algebra uses atomic units, with $T$ standing for the thermal energy, so that Boltzmann's constant does not appear. At 300 K, $T=0.025852$ eV. The band is parabolic with mass $m$, its electrons are nondegenerate, and the capture cross-section $\sigma$ does not depend on velocity. The depth $E$ is an effective free-energy depth that includes the degeneracy of the trap level. Emptying by light, hole capture, tunnelling or a strong field is left out.

Let $f$ be the filled fraction of the traps, $c$ the capture rate of an empty trap and $e$ the emission rate of a filled one. Then

$$\frac{df}{dt}=c(1-f)-ef .$$

### 1. The emission rate

Let the surface Fermi level lie $\delta$ below the band edge. A band state of wavevector $k$ has energy $k^2/2m$ above the edge, velocity $k/m$ and occupation $\exp[-(\delta+k^2/2m)/T]$. The capture rate is the sum of $\sigma$ times velocity over the occupied states, with two spins:

$$c=2\int\frac{d^3k}{(2\pi)^3}\,\sigma\frac{k}{m}\,e^{-(\delta+k^2/2m)/T}
=\frac{\sigma}{\pi^2m}\,e^{-\delta/T}\int_0^\infty k^3e^{-k^2/2mT}\,dk .$$

The factor $1/\pi^2$ is $2\cdot4\pi/(2\pi)^3$. With $s=k^2/2mT$ we have $k\,dk=mT\,ds$ and $k^2=2mTs$, so the integral is $2(mT)^2\int_0^\infty s\,e^{-s}ds=2(mT)^2$. Hence

$$c=\nu e^{-\delta/T},\qquad \nu=\frac{2\sigma mT^2}{\pi^2}.$$

In equilibrium with the Fermi level at the trap, $\delta=E$, half the traps are filled. Capture and emission must balance, $c/2=e/2$, and therefore

$$e=\nu e^{-E/T}.$$

As long as the Fermi level stays several $T$ below the band edge, the band is nearly empty and an emitted electron finds free states. This value of $e$ therefore holds throughout the sweep considered here.

To obtain $\sigma$ in square angstroms, restore $\hbar$ and the electron mass $m_e$:

$$\sigma=\frac{\pi^2(\hbar\nu)(\hbar^2/m_e)}{2(m/m_e)T^2}.$$

Here $\hbar\nu=3.949\times10^{-6}$ eV and $\hbar^2/m_e=7.620$ eV angstrom$^2$, so

$$\sigma=\frac{9.870\times3.949\times10^{-6}\times7.620}{2\times0.20\times(0.025852)^2}\approx1.11\ \text{angstrom}^2 .$$

The given prefactor thus corresponds to a capture target about one angstrom across. The mass is not needed again.

### 2. The emission time

Without recapture, $f$ decays as $e^{-et}$, whose mean lifetime is

$$\tau=\frac1e=\frac{e^{E/T}}{\nu}.$$

The exponent is $1.5/0.025852=58.023$, and its exponential is $1.581\times10^{25}$. Thus

$$\tau=\frac{1.581\times10^{25}}{6\times10^9\ \text{s}^{-1}}\approx2.6\times10^{15}\ \text{s},$$

or roughly 80 million years. "Near $10^{15}$ s" is right as an order of magnitude. A quadrature of the band integral, used as a test, gives the same time.

The figure is sensitive to the depth. At fixed $\nu$ and $T$, $\partial\ln\tau/\partial E=1/T$, so an extra 0.1 eV multiplies $\tau$ by $e^{0.1/0.025852}\approx48$. Conversely, a depth smaller by $T\ln2.635\approx0.025$ eV would bring $\tau$ down to $10^{15}$ s. Unless the depth is known to a few hundredths of an eV, even the power of ten is uncertain. An error of 0.1 eV would not alter the conclusion that a sweep leaves these traps filled, since $\tau$ exceeds the sweep time by a factor of $2.6\times10^{13}$.

### 3. What a sweep can empty

During a sweep $c$ changes with time, but it is never negative. Multiply the rate equation by $e^{et}$ and collect the terms in $f$:

$$\frac{d}{dt}\left(fe^{et}\right)=c(1-f)e^{et}\ge0 .$$

Consequently $f(t)\ge f(0)e^{-t/\tau}$, whatever the shape of the sweep. Recapture can only reduce the loss. Of the traps filled at the start, the net fraction emptied is at most

$$1-e^{-t/\tau}\approx\frac t\tau=\frac{100}{2.635\times10^{15}}\approx3.8\times10^{-14}.$$

Now ask which depths do respond. Without recapture, a trap of depth $E'$ and the same prefactor has an emission time equal to $t$ when

$$E'=E_t=T\ln(\nu t)=0.025852\times\ln(6\times10^{11})\approx0.70\ \text{eV}.$$

This edge is not perfectly sharp. For filled traps spread uniformly in depth, the width of the emptied part of the distribution is

$$w=\int_0^\infty\left[1-\exp\left(-\nu t\,e^{-E'/T}\right)\right]dE' .$$

Put $a=\nu t$ and $s=ae^{-E'/T}$, so that $dE'=-T\,ds/s$. The limits $0$ and $\infty$ in $E'$ become $a$ and $0$ in $s$, and

$$w=T\int_0^a\frac{1-e^{-s}}s\,ds .$$

Split the integral at $s=1$ and use the representation of Euler's constant

$$\gamma=\int_0^1\frac{1-e^{-s}}s\,ds-\int_1^\infty\frac{e^{-s}}s\,ds .$$

This gives

$$w=T\left[\ln a+\gamma+\int_a^\infty\frac{e^{-s}}s\,ds\right]\approx T[\ln(\nu t)+\gamma].$$

The last integral is smaller than $e^{-a}/a$ and negligible for $a=6\times10^{11}$. The result is 0.716 eV, confirmed by direct quadrature. The smooth edge therefore adds only $\gamma T\approx0.015$ eV to $E_t$, and the trap at 1.5 eV lies far outside the window.

Patience helps little. A sweep ten times slower extends the window by $T\ln10\approx0.06$ eV.

### 4. The first and second loops

Emission is slow, but filling need not be. At the near end of the sweep, $\delta=0.20$ eV, the capture time is

$$\frac1c=\frac{e^{0.20/0.025852}}{6\times10^9\ \text{s}^{-1}}\approx3.8\times10^{-7}\ \text{s}.$$

On the way there $\delta$ falls at the rate $r=(1.80-0.20)/100=0.016$ eV/s. For initially empty traps let $g=1-f$. With emission neglected, $dg/dt=-cg$. Since $dt=-d\delta/r$,

$$\ln g(\delta)=-\frac\nu r\int_\delta^{\delta_0}e^{-\delta'/T}d\delta'
=-\frac{\nu T}r\left(e^{-\delta/T}-e^{-\delta_0/T}\right),$$

where $\delta_0=1.80$ eV is the starting value. The second exponential is negligible at the filling point. Setting $g=1/2$ gives $(\nu T/r)e^{-\delta_*/T}=\ln2$, or

$$\delta_*=T\ln\frac{\nu T}{r\ln2}
=0.025852\times\ln(1.40\times10^{10})\approx0.604\ \text{eV}.$$

Numerical integration of the full rate equation gives the same half-filling point.

In equilibrium the trap would be half filled at $\delta=1.5$ eV. In the sweep it fills about 0.9 eV later, because at $\delta=1.5$ eV there are too few electrons at the surface to fill it in the available time. The formula for $\delta_*$ does not contain $E$. Traps whose depth exceeds $\delta_*$ by many $T$, with the same prefactor, fill at the same place. The position of this step therefore measures capture kinetics and sweep rate, not trap depth.

On the return the traps stay filled. Emission losses begin to accumulate once capture has become too slow to repair them, near $\delta=0.60$ eV. The remaining time is roughly $(1.80-0.60)/0.016=75$ s, so the expected empty fraction is $75/(2.635\times10^{15})\approx2.8\times10^{-14}$. The integration gives $2.8\times10^{-14}$ as well.

In the second loop the empty fraction first continues to grow, until recapture overtakes emission. Its largest value is $5.35\times10^{-14}$. The first loop can therefore show hysteresis, while the second shows practically none from these traps. If the traps were already filled before the measurement, even the first loop shows practically none from them.

The linear motion of the surface Fermi level is an idealisation. A linear gate ramp generally moves it at a varying rate, which changes $\delta_*$. The bound in part 3 is unaffected.

### 5. The ac probe

Let the probe modulate the Fermi level by a small amount $uT$. The capture rate becomes $ce^u\approx c(1+u)$. Write the filling as $f_0+\varphi$, where $f_0$ changes little during a probe period. Subtract the equation for $f_0$ and drop the product $u\varphi$:

$$\frac{d\varphi}{dt}=c(1-f_0)u-(c+e)\varphi .$$

For $u=\mathrm{Re}(Ue^{i\omega t})$ and $\varphi=\mathrm{Re}(\Phi e^{i\omega t})$, this gives

$$\Phi=\frac{c(1-f_0)}{c+e+i\omega}\,U .$$

First take the equilibrium state whose low-frequency response is largest: the Fermi level at the trap and half the traps filled. Then $c=e=1/\tau$ and $f_0=1/2$, so

$$\Phi=\frac{U/4}{1+i\omega\tau/2}.$$

The low-frequency limit $U/4$ is the equilibrium response. The in-phase part, which adds to the capacitance, is smaller than this by the factor

$$\frac1{1+(\omega\tau/2)^2}.$$

The complex response was tested against the nonlinear rate equation at $\omega\tau=3$, where neither limit applies. At 1 kHz, $\omega\tau/2=\pi\times1000\times2.635\times10^{15}\approx8.3\times10^{18}$. The in-phase factor is then $1.5\times10^{-38}$. The out-of-phase part, which appears as a conductance, falls only as $2/(\omega\tau)$, but that is still about $10^{-19}$. At other equilibrium fillings the in-phase factor can be larger than at half filling, but the whole response stays tiny: balance requires $c(1-f_0)=ef_0\le e$, and $|c+e+i\omega|\ge\omega$, so $|\Phi|\le|U|/(\omega\tau)\approx6\times10^{-20}|U|$.

The second case is the actual state of the traps in later loops, where they are almost full. Since $c/|c+e+i\omega|\le1$, the general formula gives

$$|\Phi|\le(1-f_0)|U| .$$

With $1-f_0$ no larger than $5.4\times10^{-14}$, the signal is negligible throughout the loop. This includes the region near the band edge, where capture is fast: there are almost no empty traps left to capture anything.

The first outward sweep is a third case, because the traps are still partly empty while they fill. Part 4 gives $1-f_0\approx e^{-cT/r}$ there, so $c(1-f_0)$ is largest at $c=r/T$, where it equals $0.37\,r/T\approx0.23$ per second. Dividing by $\omega$ gives $|\Phi|\lesssim3.6\times10^{-5}|U|$. Since $c\ll\omega$ there, this response is almost wholly out of phase and appears as a conductance. For the trap density of part 6, multiplying by $\Delta/T\approx70$ shows that the conductance divided by $\omega$ is about $2.5\times10^{-3}$ of the insulator capacitance. This is far more than in the other two cases, and it occurs only during the first filling.

### 6. The measured curve

Compare filled and empty traps at the same surface Fermi level, and hence with the same charge in the semiconductor. Filling adds a sheet of $N$ electrons per area at the interface. The gate must carry $N$ more positive charges to balance them. By Gauss's law in atomic units, the field in the insulator changes by $4\pi N/\varepsilon$, with $\varepsilon$ the relative permittivity. Across a thickness $d$, the magnitude of the change in gate electron energy is

$$\Delta=\frac{4\pi Nd}\varepsilon .$$

The gate voltage shifts in the positive direction, which lowers the electron energy at the gate. To evaluate $\Delta$ in eV, multiply by the product of the hartree and the bohr radius, 14.40 eV angstrom:

$$\Delta=\frac{4\pi\times10^{-4}\times400}{4}\times14.40\approx1.81\ \text{eV}.$$

This corresponds to a gate-voltage shift of 1.81 V. In the first loop, with traps initially empty, the return branch is displaced by this amount from the part of the outward branch recorded before filling. In the second loop, the change due to emptying is at most $1.81\times5.35\times10^{-14}\approx9.7\times10^{-14}$ eV.

A large trapped charge and an almost perfectly repeatable curve are thus compatible. Once filled, the traps shift the curve rigidly, as fixed negative charge would. The position of that curve alone cannot separate trapped charge from fixed charge. It also depends on the gate work function, and a charge inside the insulator shifts it less than the same charge at the interface. A small trap density inferred from repeatable hysteresis or from the ac response refers to traps that can exchange electrons during the measurement. It sets no useful limit on traps at 1.5 eV.

A first loop can count the traps that fill and stay filled, if they are known to start empty and if no other slow charge moves. For the same prefactor, the count includes all traps well below the 0.70 eV edge of part 3. It does not single out those at 1.5 eV.

### 7. Bringing the trap into the sweep time

Keep $E$ and $\sigma$ fixed. Part 1 then gives a prefactor proportional to $T^2$. With $T_0$ the thermal energy at 300 K and $\nu$ the prefactor there, the condition that the emission time equals $t$ is

$$e^{E/T}=\nu t\left(\frac T{T_0}\right)^2 .$$

Take the positive square root and set $y=E/(2T)$, so that $T=E/(2y)$:

$$e^y=\sqrt{\nu t}\,\frac{E}{2yT_0},\qquad
ye^y=\sqrt{\nu t}\,\frac E{2T_0}.$$

The solution is the Lambert function $W$ of the right-hand side, and

$$T=\frac E{2W\!\left(\sqrt{\nu t}\,E/2T_0\right)} .$$

For $t=100$ s the argument is $\sqrt{6\times10^{11}}\times58.023/2\approx2.25\times10^7$, for which $W\approx14.27$. The thermal energy is $1.5/(2\times14.27)\approx0.0526$ eV, which corresponds to about 610 K. At that temperature a fraction $1-1/e_{\rm N}\approx0.63$ of the filled traps, with $e_{\rm N}$ the base of natural logarithms, would empty in 100 s without recapture. The sweep of part 4 empties less, because recapture repairs the loss over most of its range: at this temperature the formula for $\delta_*$ gives about 1.34 eV, which leaves about 29 s of the return, so only about a quarter of the traps are empty at its end. If the effective depth changes on heating, the required temperature changes too. A degeneracy factor of two alone puts a term $T\ln2$ into $E$ and moves the result by about 7 K, up or down according to the sign of that term.

The same formula with $t=10^{15}$ s gives 304.9 K. The difference between the calculated time and the round figure in the question is therefore equivalent to about five kelvin.

Heating is not the sole way for the room-temperature conclusion to fail. An additional emptying process of rate $e'$ replaces $e$ by $e+e'$ in the rate equation. If $e'$ reaches about 0.01 per second, a 100 s sweep can empty a substantial fraction of the traps, however slow their thermal emission. The verdict on ordinary sweeps therefore applies to measurements in which such processes are weaker than this by a wide margin. The computed values are collected in the numerical output below.

## Computed results

```
Emission prefactor: 6.0e+09 1/s
Trap depth: 1.50 eV
Temperature: 300 K
Thermal energy: 0.025852 eV
Depth over thermal energy: 58.023 (no unit)
Boltzmann factor exp(E/T): 1.581e+25 (no unit)
Emission time, formula: 2.635e+15 s
Emission time, band quadrature: 2.635e+15 s
Emission time converted: 8.35e+07 years
Factor in time for 0.1 eV more depth: 47.9
Temperature for 1e15 s: 304.9 K
Band mass: 0.20 electron masses
Implied cross-section: 1.111 angstrom^2
Sweep time one way: 100 s
Emission time over sweep time: 2.63e+13
Upper bound on fraction emptied in one sweep: 3.80e-14
Depth with emission time equal to sweep: 0.701 eV
Integrated emptied window, formula: 0.7160 eV
Integrated emptied window, quadrature: 0.7160 eV
Sweep start, delta: 1.80 eV
Sweep end, delta: 0.20 eV
Sweep rate of delta: 0.0160 eV/s
Capture time at sweep end: 3.82e-07 s
Half filling in first sweep, formula: 0.6039 eV
Half filling in first sweep, simulated: 0.6039 eV
Empty fraction after first return: 2.82e-14
Largest empty fraction in second loop: 5.35e-14
Probe frequency: 1000 Hz
In-phase ac response over equilibrium: 1.46e-38
Trap sheet density: 1.0e-04 1/angstrom^2
Insulator thickness: 400 angstrom
Relative permittivity: 4.0
Gate energy shift, all traps filled: 1.810 eV
Bound on second-loop change: 9.68e-14 eV
Temperature for emission in sweep time: 609.9 K
```
